# Interaction Energy and Bond Order in the Half-Filled Hubbard Dimer

Two electrons on two equivalent sites, with one orbital per site, are described by

$$H=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right)+U\sum_{i=1,2} n_{i\uparrow}n_{i\downarrow},\qquad t>0,\quad U\ge 0 .$$

The bond order is summed over spin,

$$g=\sum_\sigma\langle c_{1\sigma}^\dagger c_{2\sigma}\rangle .$$

If $g$ is complex, a change of the phase of the orbital on site 2 makes it real and non-negative. This leaves every $n_{i\sigma}$ unchanged, so $g\ge0$ is assumed when interaction energies are compared. Define

$$K=\tfrac12\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right),\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow},$$

so that $H=-2tK+UD$ and $\langle K\rangle=g$. Write $d=\langle D\rangle$ for the double occupancy of both sites together. The particle number is fixed at two throughout. Only $t$ and $U$ carry dimensions. The numerical example takes the round model parameters $t=1$ eV and $U=6$ eV.

## (a) Find how $K$ and $D$ act on the two-electron states.

**Solution.** Let $|d_i\rangle=c_{i\uparrow}^\dagger c_{i\downarrow}^\dagger|0\rangle$. The six states are

$$|C\rangle=\frac{c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger-c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger}{\sqrt2}|0\rangle,\qquad |I_\pm\rangle=\frac{|d_1\rangle\pm|d_2\rangle}{\sqrt2},$$

and three triplets: $|T_0\rangle$, which is $|C\rangle$ with a plus sign, and the two states with parallel spins. $|C\rangle$ is the covalent singlet; $|I_\pm\rangle$ are ionic singlets.

The operator $h_{12}=\sum_\sigma c_{1\sigma}^\dagger c_{2\sigma}$ replaces a creation operator $c_{2\sigma}^\dagger$ by $c_{1\sigma}^\dagger$ in the same position. Therefore

$$h_{12}\,c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle=|d_1\rangle,\qquad h_{12}\,c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger|0\rangle=c_{1\downarrow}^\dagger c_{1\uparrow}^\dagger|0\rangle=-|d_1\rangle .$$

The minus sign comes from exchanging two fermion operators. In $|C\rangle$ the two contributions add, giving $h_{12}|C\rangle=\sqrt2\,|d_1\rangle$. In $|T_0\rangle$ they cancel. By the same steps $h_{21}=h_{12}^\dagger$ gives $h_{21}|C\rangle=\sqrt2\,|d_2\rangle$ and $h_{21}|T_0\rangle=0$. For parallel spins the result contains the square of a creation operator and vanishes.

In the other direction,

$$h_{12}|d_2\rangle=\left(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger\right)|0\rangle=\sqrt2\,|C\rangle,$$

because $c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger=-c_{1\downarrow}^\dagger c_{2\uparrow}^\dagger$. Likewise $h_{21}|d_1\rangle=\sqrt2\,|C\rangle$. Since $K=(h_{12}+h_{21})/2$,

$$K|C\rangle=|I_+\rangle,\qquad K|I_+\rangle=|C\rangle,\qquad K|I_-\rangle=K|T\rangle=0 .$$

The operator $D$ is one on $|I_\pm\rangle$ and zero on the other four states. A bond therefore needs a superposition of $|C\rangle$ and $|I_+\rangle$, and the ionic part costs $U$.

## (b) What is the least interaction energy at given $g$?

**Solution.** Let $\rho$ be any pure or mixed two-electron state, and let $p_C$ and $p_+$ be its weights on $|C\rangle$ and $|I_+\rangle$. From (a), $g=2\,\mathrm{Re}\,\rho_{CI_+}$. Since $\rho$ has no negative eigenvalues, $|\rho_{CI_+}|^2\le p_Cp_+$. The ionic states have total weight $d$, hence $p_+\le d$ and $p_C\le1-d$. It follows that

$$g\le2\sqrt{p_Cp_+}\le2\sqrt{d(1-d)} .$$

Squaring gives $g^2\le4d-4d^2=1-(1-2d)^2$, or

$$|1-2d|\le\sqrt{1-g^2}\quad\Rightarrow\quad d\ge\frac{1-\sqrt{1-g^2}}2 .$$

To show that the bound is reached, take

$$|\alpha\rangle=\cos\alpha\,|C\rangle+\sin\alpha\,|I_+\rangle,\qquad 0\le\alpha\le\pi/4 .$$

It has $g=2\sin\alpha\cos\alpha=\sin2\alpha$ and $d=\sin^2\alpha=(1-\cos2\alpha)/2$. In this range $\cos2\alpha=+\sqrt{1-g^2}$. The least interaction energy is thus

$$\boxed{W(g)=\frac U2\left(1-\sqrt{1-g^2}\right)} .$$

In $|\alpha\rangle$ each spin-site occupation is $\cos^2\alpha/2+\sin^2\alpha/2=1/2$, so the minimizing state has one electron per site.

Two conditions matter. For $U<0$ the lowest interaction energy needs the largest $d$; the same inequality then selects $U(1+\sqrt{1-g^2})/2$. If unequal site occupations are prescribed, $W$ is still a lower bound but need not be reached. With both electrons on site 1, for example, $g=0$ and $d=1$, whereas $W(0)=0$.

## (c) Express $W$ through natural occupations, and find the ground state.

**Solution.** The minimizing singlet has the same density matrix for each spin,

$$\gamma_\sigma=\frac12\begin{pmatrix}1&g\\g&1\end{pmatrix},\qquad n_b=\frac{1+g}2,\quad n_a=\frac{1-g}2 .$$

The eigenvalues $n_b$ and $n_a$ belong to the bonding and antibonding orbitals. Since $2\sqrt{n_bn_a}=\sqrt{1-g^2}$ and $n_b+n_a=1$,

$$W=\frac U2\left(1-2\sqrt{n_bn_a}\right)=\frac U2\left(\sqrt{n_b}-\sqrt{n_a}\right)^2 .$$

Partial filling of the antibonding orbital thus lowers the interaction energy.

The ground-state energy is the minimum of $E(g)=-2tg+W(g)$. For $U>0$,

$$E'(g)=-2t+\frac{Ug}{2\sqrt{1-g^2}},\qquad E''(g)=\frac{U}{2(1-g^2)^{3/2}}>0 .$$

Setting $E'=0$ gives $Ug=4t\sqrt{1-g^2}$. With $R=\sqrt{U^2+16t^2}$, the solution is

$$g=\frac{4t}{R},\qquad\sqrt{1-g^2}=\frac UR .$$

Substitution yields

$$E=-\frac{8t^2}{R}+\frac U2-\frac{U^2}{2R}=\frac U2-\frac{16t^2+U^2}{2R}=\frac{U-R}2 .$$

For $U\ll t$, expansion gives $g\approx1-U^2/(32t^2)$ and $E\approx-2t+U/2-U^2/(16t)$. For $U\gg t$, $R\approx U+8t^2/U$, so $g\approx4t/U$ and $E\approx-4t^2/U$.

In the example $g=4/\sqrt{52}=0.5547$ and $d=0.08398$. The hopping energy is $-2(1)(0.5547)=-1.1094$ eV, the interaction energy is $Ud=0.5038$ eV, and the total is $-0.6056$ eV. The natural occupations per spin are 0.7774 and 0.2226, far from the values one and zero of a doubly filled bonding orbital.

## (d) What does restricted Hartree-Fock give?

**Solution.** For a determinant whose orbitals have definite spin along one axis, the up and down occupations factorize:

$$\langle n_{i\uparrow}n_{i\downarrow}\rangle=n_{i\uparrow}n_{i\downarrow},\qquad E_{\rm int}^{\rm HF}=U\sum_i n_{i\uparrow}n_{i\downarrow},$$

where $n_{i\sigma}$ on the right are mean occupations. Equal-spin terms are absent because exchange cancels their Hartree self-interaction.

The restricted, site-symmetric case has $n_{i\sigma}=1/2$, so

$$E_{\rm int}^{\rm RHF}=2U\left(\tfrac12\right)^2=\frac U2 .$$

As a functional of the density matrix, this expression uses the diagonal elements alone and does not respond to $g$. Minimizing $-2tg+U/2$ gives $g=1$ and $E_{\rm RHF}=-2t+U/2$, the energy of two electrons in the bonding orbital.

A site-symmetric restricted determinant exists only at $g=1$; a restricted determinant with $g<1$ has unequal site densities and the larger interaction $U(1-g^2/2)$. For $g<1$ the value $U/2$ is the Hartree-Fock expression evaluated on the non-idempotent density matrix of (c), and this is the meaning of the RHF column in (h). On that density matrix, the missing interaction energy is

$$W(g)-\frac U2=-\frac U2\sqrt{1-g^2} .$$

In the example, $E_{\rm RHF}=-2+3=1$ eV. Going from this determinant to the exact ground state raises the hopping energy by $-1.1094+2=0.8906$ eV and lowers the interaction energy by $3-0.5038=2.4962$ eV. The net gain is 1.6056 eV. Correlation thus weakens the bond because the saving in repulsion exceeds the loss of hopping energy.

## (e) How far does unrestricted Hartree-Fock repair this?

**Solution.** Let the two electrons occupy one up and one down orbital,

$$\phi_\uparrow=(\cos a,\,e^{i\theta}\sin a),\qquad \phi_\downarrow=(\cos b,\,e^{i\chi}\sin b).$$

With $x=\sin2a\cos\theta$ and $y=\sin2b\cos\chi$, the bond order is $g=(x+y)/2$. The double occupancy is

$$d=\cos^2a\cos^2b+\sin^2a\sin^2b=\frac{1+\cos2a\cos2b}{2}.$$

Because $|\cos2a|\le\sqrt{1-x^2}$ and $|\cos2b|\le\sqrt{1-y^2}$,

$$d\ge\frac{1-\sqrt{(1-x^2)(1-y^2)}}2 .$$

The function $\ln(1-x^2)$ is concave for $|x|<1$, since its second derivative is $-2(1+x^2)/(1-x^2)^2$. Its average at $x$ and $y$ is therefore at most its value at $g$:

$$\sqrt{(1-x^2)(1-y^2)}\le1-g^2\quad\Rightarrow\quad d\ge\frac{g^2}{2}.$$

If $|x|$ or $|y|$ equals one, the square root vanishes and $d\ge1/2\ge g^2/2$. Equality is reached for $\theta=\chi=0$, $b=\pi/2-a$ and $\sin2a=g$. Each site then holds one electron, with opposite spin polarizations on the two sites. The least interaction within this class is

$$E_{\rm int}^{\rm UHF}(g)=\frac U2g^2 .$$

Minimizing $-2tg+Ug^2/2$ over $0\le g\le1$ gives two regimes. For $U\le2t$ the slope $-2t+Ug$ is not positive, so $g=1$ and the restricted solution remains. For $U>2t$,

$$g=\frac{2t}{U},\qquad E_{\rm UHF}=-\frac{4t^2}{U}+\frac{2t^2}{U}=-\frac{2t^2}{U}.$$

The behaviour near $g=1$ explains why the exact solution has no such threshold. Put $g=1-\eta$ with small $\eta$. The energies, relative to $-2t+U/2$, are

$$\Delta E_{\rm exact}\approx2t\eta-U\sqrt{\eta/2},\qquad \Delta E_{\rm UHF}=(2t-U)\eta+\frac U2\eta^2 .$$

The square root exceeds the linear hopping cost at small enough $\eta$ for any $U>0$. In UHF two linear terms compete, and their balance changes sign at $U=2t$.

The large-$U$ energy is half the exact limit. To find the reason, expand the optimal determinant:

$$|\Phi\rangle=\frac1{\sqrt2}|C\rangle+\frac g{\sqrt2}|I_+\rangle+\frac{\cos2a}{\sqrt2}|T_0\rangle .$$

The amplitudes follow from $\cos^2a$ and $\sin^2a$ for the two covalent spin arrangements and $\sin a\cos a$ for each ionic one. The triplet weight is $(1-g^2)/2$, while $p_C=1/2$ at every $g$. Both this state and the exact minimizer have $g=2\sqrt{p_Cd}$, or $d=g^2/(4p_C)$. At small $g$ the exact state has $p_C\to1$ and $d\approx g^2/4$; the determinant needs twice that double occupancy. In this limit, half its weight sits in a triplet that cannot hop.

For $U=6$ eV, $g=2/6=0.333$, the interaction energy is $6(0.333)^2/2=0.333$ eV and the total is $-0.333$ eV. This lies 0.272 eV above the exact energy, with a triplet weight of 0.444. The UHF interaction energy is below the exact ground-state value of 0.504 eV, but that comparison is at different bond orders. Unrestricted Hartree-Fock reduces repulsion here by weakening the bond too far.

## (f) Derive the Dudarev term for separate sites. What does it correct?

**Solution.** Start from the Hartree-Fock interaction and subtract the fully localized double-counting energy $Un_i(n_i-1)/2$ of each site, where $n_i=n_{i\uparrow}+n_{i\downarrow}$. A single orbital has no separate exchange parameter $J$. Using

$$n_i(n_i-1)=n_{i\uparrow}^2+n_{i\downarrow}^2+2n_{i\uparrow}n_{i\downarrow}-n_{i\uparrow}-n_{i\downarrow},$$

one finds

$$E_{\rm D}=\sum_i\left[Un_{i\uparrow}n_{i\downarrow}-\frac U2n_i(n_i-1)\right]=\frac U2\sum_{i\sigma}\left(n_{i\sigma}-n_{i\sigma}^2\right).$$

This is a correction to be added to a base functional, whereas $W$ is the whole interaction energy. At $n_i=1$ the subtracted energy vanishes, so the Dudarev term equals the Hartree-Fock interaction.

With one electron per site and no spin polarization, each of the four occupations is $1/2$ and $E_{\rm D}=(U/2)\cdot4\cdot(1/4)=U/2$, whatever $g$ is. In the determinant of (e), the occupations are $(1\pm m)/2$ with $m=\cos2a=\sqrt{1-g^2}$. Each term is then $(1-m^2)/4=g^2/4$, and

$$E_{\rm D}=\frac U2(1-m^2)=\frac U2g^2 .$$

At one electron per site, the term responds only to spin polarization. Its dependence on $g$ comes from the relation between $m$ and $g$ in this determinant. Applied to the exact density matrix, which has bond order 0.5547 but no polarization, it gives 3 eV; the exact interaction energy is 0.504 eV.

Suppose that the interaction part of the base functional depends on the total site densities alone. At $n_1=n_2=1$ it contributes a constant $B$, and the corrected energy is the Hartree-Fock energy plus $B$. With one electron kept on each site, the correction then drives the same spin polarization for $U>2t$. The base must supply the cost of unequal site densities: exchanging the two sites for the down-spin orbital alone turns spin order into charge order and leaves both $E_{\rm D}$ and the hopping energy unchanged. In the example, matching the exact energy would require $B=-0.272$ eV for the unrestricted solution but $B=-1.606$ eV for the restricted one. One constant cannot serve both. A spin-dependent base functional would add a further dependence on $m$, and the equivalence with Hartree-Fock would no longer hold.

Since $0\le n_{i\sigma}\le1$, $E_{\rm D}$ is never negative. If the base already contains the restricted interaction $U/2$, the missing energy at fixed $g$ is the negative quantity $-U\sqrt{1-g^2}/2$ from (d). The site Dudarev term cannot supply it.

## (g) What changes if both sites form one Hubbard manifold?

**Solution.** The rotationally invariant Dudarev form now uses the full two-site occupation matrix:

$$E_{\rm D}^{(2)}=\frac U2\sum_\sigma\mathrm{Tr}\left[\gamma_\sigma(1-\gamma_\sigma)\right].$$

For the density matrix of (c), the trace for one spin is

$$n_b(1-n_b)+n_a(1-n_a)=2n_bn_a=\frac{1-g^2}{2},$$

because $1-n_b=n_a$. Adding both spins gives

$$E_{\rm D}^{(2)}=\frac U2(1-g^2).$$

This has slope $-Ug$, so it favours a strong bond, whereas $W$ opposes one. At $g=0$ it is $U/2$ where $W$ is zero; at $g=1$ the two values are interchanged. Minimizing $-2tg+E_{\rm D}^{(2)}$ gives $g=1$ for every $U\ge0$.

For a determinant of one up and one down orbital, as in (e), $\gamma_\sigma^2=\gamma_\sigma$ and the two-site term vanishes. Within this class it cannot drive spin polarization. The sum over $\sigma$ assumes that the spins lie along the quantization axis; for other orientations the trace must be taken over the full spin-orbital matrix, including its spin-off-diagonal blocks. The site term penalizes fractional site occupation, which includes ordinary covalent sharing. The two-site term penalizes fractional natural occupation, which here is the sign of correlation. The choice of manifold changes the physics of the correction as well as its size. For the exact ground-state density matrix of the example, the two terms are 3.000 and 2.077 eV.

## (h) Compare the expressions at equal bond order.

**Solution.** Put $s=\sqrt{1-g^2}$, so $0\le s\le1$. Then

$$\frac U2g^2-W=\frac U2\left[(1-s^2)-(1-s)\right]=\frac U2s(1-s)\ge0,$$

$$\frac U2-\frac U2g^2=\frac U2s^2\ge0 .$$

Hence $W\le Ug^2/2\le U/2$. The excess of the unrestricted expression over $W$ vanishes at both ends and is largest at $s=1/2$, where it equals $U/8$. For $U=6$ eV:

| $g$ | $W$ (eV) | UHF (eV) | RHF (eV) | two-site Dudarev (eV) |
|---|---|---|---|---|
| 0.20 | 0.061 | 0.120 | 3.000 | 2.880 |
| 0.50 | 0.402 | 0.750 | 3.000 | 2.250 |
| 0.80 | 1.200 | 1.920 | 3.000 | 1.080 |
| 0.95 | 2.063 | 2.708 | 3.000 | 0.293 |

With one electron per site, the site Dudarev term equals the RHF column without polarization and the UHF column for the antiferromagnetic determinant. At $g=0.20$ the UHF value is nearly twice $W$, as the small-$g$ forms $Ug^2/2$ and $Ug^2/4$ require. The last column falls while $W$ rises.

The minimized energies show where the differences matter, at $t=1$ eV:

| $U$ (eV) | exact $g$ | UHF $g$ | exact $E$ (eV) | UHF $E$ (eV) |
|---|---|---|---|---|
| 1 | 0.970 | 1.000 | -1.562 | -1.500 |
| 4 | 0.707 | 0.500 | -0.828 | -0.500 |
| 12 | 0.316 | 0.167 | -0.325 | -0.167 |

At $U=1$ eV, UHF is still the restricted solution. Its error of 0.062 eV is close to the weak-coupling estimate $U^2/(16t)=0.0625$ eV. At $U=12$ eV, both the bond order and the energy are near half their exact values. Broken spin symmetry gives the right power of $t/U$ at strong coupling, but the wrong coefficient. At $U=200$ eV the ratio of the exact to the UHF energy is 1.9998.

## Numbers as computed

```
hopping t = 1.0 eV, repulsion U = 6.0 eV
exact bond order = 0.554700
exact double occupancy, both sites = 0.083975
natural occupations per spin = 0.777350, 0.222650
exact hopping energy = -1.109400 eV
exact interaction energy = 0.503849 eV
exact total energy = -0.605551 eV
site Dudarev term, exact density matrix = 3.000000 eV
two-site Dudarev term, exact density matrix = 2.076923 eV
RHF bond order = 1.000000
RHF interaction energy = 3.000000 eV
RHF total energy = 1.000000 eV
UHF bond order = 0.333333
UHF interaction energy = 0.333333 eV
UHF total energy = -0.333333 eV
site Dudarev term, UHF state = 0.333333 eV
UHF triplet weight = 0.444444
UHF energy minus exact energy = 0.272218 eV
Functionals at U = 6.0 eV, energies in eV
g      exact    UHF      RHF      two-site Dudarev
0.20   0.0606   0.1200   3.0000   2.8800
0.50   0.4019   0.7500   3.0000   2.2500
0.80   1.2000   1.9200   3.0000   1.0800
0.95   2.0633   2.7075   3.0000   0.2925
Ground states at t = 1.0 eV, U and energies in eV
U      g exact  g UHF    E exact   E UHF
 1.0   0.9701   1.0000   -1.5616   -1.5000
 4.0   0.7071   0.5000   -0.8284   -0.5000
 6.0   0.5547   0.3333   -0.6056   -0.3333
12.0   0.3162   0.1667   -0.3246   -0.1667
weak coupling, U = 0.05 eV: (1-g)/(U^2/32t^2) = 0.99988
strong coupling, U = 200 eV: E/(-4t^2/U) = 0.99990
strong coupling, exact E / UHF E = 1.99980
```
